# Uncoupled Dispersion and the MP2 Overbinding of Benzene

## 1. Definitions and conventions

Hartree atomic units are used. The monomers are closed-shell, with real canonical Hartree-Fock orbitals: $i,j$ are occupied, $a,b$ virtual. Integrals are written $(ia|jb)=\iint\phi_i\phi_a(\mathbf r)\,\phi_j\phi_b(\mathbf r')/|\mathbf r-\mathbf r'|$. A transition $t=(i\to a)$ has gap $\Delta_t=\varepsilon_a-\varepsilon_i>0$ and dipole vector $\mathbf d_t=\langle i|\mathbf r|a\rangle$. The spin-summed density matrix is $\gamma(\mathbf r,\mathbf r')=2\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$.

The coefficient $C_6$ is defined by the orientation-averaged dispersion energy $-C_6/R^6$ of two like molecules at large separation $R$.

"Uncoupled" means that the orbitals respond to a field while the Hartree-Fock potential stays frozen. "Coupled" means that the potential follows the orbitals, as in time-dependent Hartree-Fock theory. Coupled response is the reference here, but it still omits electron correlation within each monomer. "Too large" below means too large relative to this reference in the same basis.

## 2. The dispersion contained in MP2

The closed-shell MP2 energy is

$$E^{(2)}=-\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\Delta_{ia}+\Delta_{jb}} .$$

Dispersion comes from terms with $i\to a$ on one monomer and $j\to b$ on the other. The integral $(ib|ja)$ then contains products of orbitals on different monomers and vanishes exponentially with $R$. The two ways of assigning the transitions to the monomers double the sum:

$$E_{\rm disp}=-4\sum_{t\in A}\sum_{u\in B}\frac{(t|u)^2}{\Delta_t+\Delta_u}.$$

Canonical orbitals of two identical monomers may delocalize, but mixing degenerate orbitals leaves the sum unchanged. MP2 also alters permanent electrostatics and induction; those terms are separate from $C_6$.

Transition densities carry no charge, because $\phi_i$ and $\phi_a$ are orthogonal. The leading interaction is therefore dipolar, $(t|u)\to\mathbf d_t^{T}\mathbf T\mathbf d_u$, with $\mathbf T=(\mathbf 1-3\hat{\mathbf R}\hat{\mathbf R}^T)/R^3$. Independent rotation of the molecules replaces $\mathbf d\mathbf d^T$ by $|\mathbf d|^2\mathbf 1/3$, so

$$\overline{(t|u)^2}=\frac{|\mathbf d_t|^2|\mathbf d_u|^2}{9}\,{\rm Tr}\,\mathbf T^2=\frac{2}{3}\frac{|\mathbf d_t|^2|\mathbf d_u|^2}{R^6},$$

since $\mathbf T$ has eigenvalues $1,1,-2$ divided by $R^3$. Hence

$$C_6^{\rm MP2}=\frac83\sum_{tu}\frac{|\mathbf d_t|^2|\mathbf d_u|^2}{\Delta_t+\Delta_u}.$$

To see the polarizability in this sum, use partial fractions:

$$\int_0^\infty\!\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{ab}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2(a+b)} .$$

The case $a=b$ follows by continuity. With

$$\alpha_0(i\omega)=\frac43\sum_t\frac{|\mathbf d_t|^2\Delta_t}{\Delta_t^2+\omega^2},$$

the prefactors combine as $(3/\pi)(16/9)(\pi/2)=8/3$, and therefore

$$C_6^{\rm MP2}=\frac3\pi\int_0^\infty\alpha_0(i\omega)^2\,d\omega .$$

Section 3 shows that $\alpha_0$ is the uncoupled polarizability.

Two Be atoms check this without reference to response theory, because spherical atoms have no permanent multipoles to contaminate the interaction. MP2 energies of the pair in the small 6-31G(d) basis at 30 and 40 bohr, extrapolated to remove the $R^{-8}$ term, give $C_6=199.2$. The uncoupled integral gives the same value.

## 3. What coupling adds

Let each occupied orbital change by $\sum_a c_{ia}\phi_a$ with $c=q+ip$, where $q$ and $p$ are real. The second-order change of the Hartree-Fock energy has three parts.

1. **Orbital gaps.** Moving population from $i$ to $a$ in the fixed potential costs $2\sum_t\Delta_t(q_t^2+p_t^2)$.
2. **Hartree term.** The density changes by $\delta\rho=4\sum_t q_t\phi_i\phi_a$, from two spins and two conjugate terms. Its self-energy is $\frac12\iint\delta\rho\,\delta\rho'/|\mathbf r-\mathbf r'|=8\sum q_{ia}(ia|jb)q_{jb}$. The imaginary part $p$ does not change the density.
3. **Exchange term.** This is $-\frac14\iint|\delta\gamma|^2/|\mathbf r-\mathbf r'|$, with $\delta\gamma=2\sum_t[c_t\phi_a(\mathbf r)\phi_i(\mathbf r')+c_t^*\phi_i(\mathbf r)\phi_a(\mathbf r')]$. Multiplying out gives $-2[(ij|ab)+(ib|ja)]$ between two $q$'s, and $-2[(ij|ab)-(ib|ja)]$ between two $p$'s.

Together, $E_2=2(q^TPq+p^TMp)$, where

$$P=\Delta+4(ia|jb)-(ij|ab)-(ib|ja),\qquad M=\Delta-(ij|ab)+(ib|ja).$$

Assume that $P$ and $M$ are positive definite, so that the Hartree-Fock state is stable against these changes.

A field $f$ along $x$ adds $xf$ to the energy of each electron, hence $4f\,d^Tq$ in total, where $d$ collects the $x$ components. The time-dependent variational principle has the Lagrangian $2(p^T\dot q-q^T\dot p)-E_2-4f\,d^Tq$. Varying $p$ and then $q$ gives

$$\dot q=Mp,\qquad \dot p=-Pq-d\,f .$$

Imaginary frequency corresponds to a field growing as $e^{\omega t}$, so $\ddot q=\omega^2q$. Eliminating $p$ gives $\omega^2M^{-1}q=-Pq-df$. The induced dipole is $-4d^Tq$, since the electron charge is $-1$. Averaging over the three directions,

$$\alpha(i\omega)=\frac43\sum_{x,y,z}d^T\left[P+\omega^2M^{-1}\right]^{-1}d .$$

Freezing the potential sets $P=M=\Delta$. The bracket becomes $(\Delta^2+\omega^2)/\Delta$, and $\alpha_0$ is recovered. MP2 therefore omits both the Hartree and the exchange response in its leading dispersion term.

## 4. First contribution: Hartree screening

The Hartree term is the Coulomb self-energy of $\delta\rho$, which cannot be negative. Added alone, it makes the bracket larger in the matrix sense and its inverse smaller. Hartree coupling thus lowers $\alpha(i\omega)$ at every frequency, and so lowers $C_6$. Physically, the displaced charge creates a field that opposes further displacement.

## 5. Second contribution: exchange

The exchange energy contains $-|\delta\gamma|^2/|\mathbf r-\mathbf r'|$, which is nowhere positive. Exchange therefore lowers both $P$ and $M$, with opposite consequences:

- A smaller $P$ increases the response. This is the only effect at $\omega=0$, where $M$ drops out. The electron-hole attraction makes excitation easier.
- A smaller $M$ increases $\omega^2M^{-1}$ and decreases the response. This effect dominates at high frequency.

In the high-frequency limit $\alpha\to S/\omega^2$, with $S=\frac43\sum_{x,y,z}d^TMd$. The uncoupled value $S_0$ has $\Delta$ in place of $M$. In a complete basis it can be evaluated. Let $F$ be the Fock operator. Extending the sum over $a$ to all orbitals adds occupied pairs, which cancel because $\varepsilon_j-\varepsilon_i$ is antisymmetric. Thus

$$\sum_t\Delta_t x_t^2=\sum_i\langle i|x[F,x]|i\rangle=\frac12\sum_i\langle i|[x,[F,x]]|i\rangle ,$$

where the last step uses $F\phi_i=\varepsilon_i\phi_i$. The kinetic energy contributes $[x,[-\nabla^2/2,x]]=1$, and local potentials contribute nothing. The exchange operator has kernel $-\frac12\gamma/|\mathbf r-\mathbf r'|$; its double commutator has kernel $+\frac12\gamma(x-x')^2/|\mathbf r-\mathbf r'|$. There are $N/2$ occupied orbitals, and $\frac12\sum_i\phi_i\phi_i'=\gamma/4$, so

$$\sum_t\Delta_tx_t^2=\frac N4+\frac18\iint\frac{\gamma^2(x-x')^2}{|\mathbf r-\mathbf r'|} .$$

Summing over directions and multiplying by $4/3$,

$$S_0=N+\frac16\iint|\gamma(\mathbf r,\mathbf r')|^2\,|\mathbf r-\mathbf r'| .$$

Coupling removes the excess. Put $p_t=x_t$ and $q=0$ in the exchange energy of Section 3. In a complete basis $\delta\gamma=i(x-x')\gamma$, up to a sign that does not matter, because the occupied parts again cancel. Then $2d^T(M-\Delta)d=-\frac14\iint\gamma^2(x-x')^2/|\mathbf r-\mathbf r'|$, which cancels the exchange term above and leaves $S=N$.

For a free He atom $\gamma^2=4\phi^2\phi'^2$, so the excess is two thirds of the mean distance between two independent electrons in the orbital density. That distance is 1.3621 bohr, giving $S_0=2+0.9081=2.9081$. The sum over transitions gives 2.9081 uncoupled and 2.0000 coupled.

## 6. Weighing the effects in one transition

For a single transition $\alpha(i\omega)=\frac43|\mathbf d|^2M/(PM+\omega^2)$. Setting $a=b=\sqrt{PM}$ in the integral of Section 2 gives $\int_0^\infty d\omega/(PM+\omega^2)^2=\pi/[4(PM)^{3/2}]$. The coupled $C_6$ is thus proportional to $M^2/(PM)^{3/2}=M^{1/2}/P^{3/2}$, and the uncoupled one to $1/\Delta$:

$$\frac{C_6^{\rm unc}}{C_6^{\rm cpl}}=\frac{P^{3/2}}{\Delta M^{1/2}} .$$

In this model, MP2 overestimates dispersion if and only if $P^3>\Delta^2M$.

Take $\Delta=0.50$, $P=0.45$ and $M=0.25$ hartree. The static polarizability, proportional to $1/P$, is underestimated: the uncoupled-to-coupled ratio is $0.45/0.50=0.90$. Yet the $C_6$ ratio is $0.3019/(0.50\times0.50)=1.21$. An acceptable or even low static polarizability does not protect against excessive dispersion.

The opposite sign also occurs. For Be the coupled $C_6$ is 208.0 in the small 6-31G(d) basis, in which neither value is converged, so the uncoupled 199.2 is 4% too small. The sign survives a larger basis but the size does not: a large even-tempered $sp$ basis gives 254 uncoupled against 282 coupled, a deficit of 10%. Overestimation is not a general property of uncoupled response.

## 7. Methane, ethylene and benzene

The molecules have fixed geometries: CC bonds of 2.64 bohr in benzene and 2.53 bohr in ethylene, CH bonds of 2.05 bohr in both and 2.06 bohr in methane, and an HCC angle of 121° in ethylene. The basis is aug-cc-pVDZ on carbon and cc-pVDZ on hydrogen, with density fitting and frozen carbon cores. The values of $C_6$ in atomic units are:

| Molecule | Uncoupled | Hartree only | Coupled |
|---|---:|---:|---:|
| Methane | 115.6 | 69.8 | 112.2 |
| Ethylene | 324.2 | 181.6 | 292.0 |
| Benzene | 2368 | 1195 | 1739 |

The uncoupled value is too large by 3%, 11% and 36%, respectively. Because the basis is modest, these comparisons carry more weight than the absolute coefficients. In aug-cc-pVTZ the uncoupled and coupled values become 120.3 and 118.0 for methane (2%) and 330.9 and 300.5 for ethylene (10%). With aug-cc-pVDZ on all atoms benzene gives 2378 and 1749 (still 36%). The absolute values thus move by up to 5% and the excesses by about one percentage point, while their ordering is unchanged.

Adding Hartree coupling first and exchange second separates the two effects, although the split is tied to that order. The reverse order is not a safe alternative: with exchange alone, $P$ is nearly singular for ethylene (lowest eigenvalue 0.002 hartree) and not positive definite for benzene ($-0.024$ hartree in aug-cc-pVDZ). In methane, screening multiplies $C_6$ by $69.8/115.6=0.60$, and exchange then multiplies it by $112.2/69.8=1.61$. The product is 0.97: two large omissions nearly cancel. In ethylene the factors are 0.56 and 1.61, with product 0.90. In benzene they are 0.50 and 1.45, with product 0.73. With the couplings added in this order, benzene is screened more strongly than the other two molecules, and exchange restores a smaller factor.

The oscillator-sum excess does not by itself distinguish benzene. The ratio $S_0/S$ in this basis, with frozen cores, is 1.625 for methane, 1.644 for ethylene and 1.647 for benzene. Only the similarity matters: the methane value drops to 1.58 with the core included, and the ethylene value to 1.63 in aug-cc-pVTZ. What differs is the balance of the couplings over the frequencies that matter for $C_6$.

For benzene, the only molecule tabulated this way, the frequency dependence shows where the excess arises:

| $\omega$ (hartree) | Uncoupled mean $\alpha(i\omega)$ | Coupled mean $\alpha(i\omega)$ | Ratio |
|---:|---:|---:|---:|
| 0 | 67.5 | 67.9 | 0.99 |
| 0.5 | 42.8 | 33.9 | 1.26 |
| 1.0 | 23.2 | 16.3 | 1.42 |

The static averages agree within 1%, partly because the components err in opposite directions: uncoupled response gives 77.0 against 79.2 in the plane, and 48.5 against 45.2 along the normal. The excess in $C_6$ arises because the uncoupled polarizability decays too slowly with imaginary frequency. Slow decay is not peculiar to benzene, as the similar ratios $S_0/S$ show. In methane and ethylene it is partly offset by an uncoupled static polarizability that is too low: the uncoupled-to-coupled ratio rises from 0.84 at $\omega=0$ to 1.30 at $\omega=1$ in methane, and from 0.86 to 1.37 in ethylene. In benzene it starts at 0.99, so that offset is nearly absent.

These data do not separate $\sigma$ from $\pi$ electrons, and benzene is also larger than the other two molecules. It is a reasonable conjecture that its low-lying, extended $\pi$ transitions strengthen the screening that MP2 omits, but the calculation does not isolate that cause.

## 8. The perturbation series in the coupling

Multiply the coupling matrices $P-\Delta$ and $M-\Delta$ by $\lambda$. At $\lambda=0$ the dispersion is that of MP2. The first power of $\lambda$ is the third-order Møller-Plesset dispersion contribution, as one transition per monomer shows.

Let only monomer $A$ be coupled, with $P=\Delta+\lambda(g+h)$ and $M=\Delta+\lambda(g-h)$, and let $B$ have gap $\Delta'$. With $\Omega=\sqrt{PM}$, the integral of Section 2 makes the dispersion energy proportional to

$$\frac{M}{\Omega(\Omega+\Delta')}
=\frac{1}{\Delta+\Delta'}\left[1-\lambda\left(\frac{g}{\Delta+\Delta'}+\frac{h}{\Delta}\right)+\dots\right],$$

because $\Omega=\Delta+\lambda g+\dots$ and $M/\Omega=\sqrt{M/P}=1-\lambda h/\Delta+\dots$.

Now treat the transition on $A$ as an oscillator with ladder operators $\beta,\beta^\dagger$ and coupling $g\beta^\dagger\beta+\frac h2(\beta^{\dagger2}+\beta^2)$, which has this same $\Omega$. Let $V$ be the intermolecular matrix element. The second-order energy is $-V^2/(\Delta+\Delta')$, and the state with both monomers excited has amplitude $-V/(\Delta+\Delta')$. Third-order perturbation theory has two terms of order $V^2$:

- The shift $g$ of the excited state gives $+gV^2/(\Delta+\Delta')^2$.
- The doubly excited state of $A$ has amplitude $-\sqrt2h/(4\Delta)$ and is linked to the first state by $\sqrt2V$. Twice the product is $+hV^2/[\Delta(\Delta+\Delta')]$.

Relative to the second-order energy, these are the two terms in the bracket. The electrons give the same two terms. With one occupied and one virtual orbital on $A$, $K=(ia|ia)$ and $J=(ii|aa)$, Section 3 gives $g+h=3K-J$ and $g-h=K-J$, so $g=2K-J$ and $h=K$. The Møller-Plesset perturbation shifts the singlet excitation by $2K-J=g$ relative to the reference. It couples the doubly excited determinant to the reference by $K$, giving amplitude $-h/(2\Delta)$. A one-electron operator links this determinant to the singlet with the same matrix element that links the singlet to the reference, so the link is $V$, and twice the product is again $+hV^2/[\Delta(\Delta+\Delta')]$. For many transitions the identification is tested on the Be pair: third-order energies give a contribution of 28.46 to $C_6$, and the first-order coupling term is also 28.46. Higher powers of $\lambda$ are not the complete higher Møller-Plesset orders, which also contain other kinds of correlation.

For benzene, the partial sums from order 0 to order 6 are

$$2368,\;1435,\;1962,\;1600,\;1844,\;1666,\;1794,$$

against the coupled value 1739. Their errors relative to it are $+36$, $-17$, $+13$, $-8$, $+6$, $-4$ and $+3$ percent. The first correction has the right sign but overshoots. The errors alternate and shrink through sixth order, which does not by itself prove convergence; carried to orders 20 to 30 in the aug-cc-pVDZ basis, the partial sums stay within about one unit of the coupled value. Truncation at order 0 in $\lambda$, which is MP2, leaves the largest error of the seven, on the attractive side.

## 9. From $C_6$ to overbinding

At a separation of 12 bohr, the isotropic excess attraction between two benzene molecules is

$$\frac{2368.3-1738.7}{12^6}=2.11\times10^{-4}\ \text{hartree}=0.55\ \text{kJ/mol}.$$

This is the error of the leading dispersion term relative to coupled response. Each hydrogen lies $2.64+2.05=4.69$ bohr from its ring centre, so even at 12 bohr the leading term is not the whole dispersion energy. It should not be extrapolated to a stacked dimer in contact: there the mutual orientation is fixed, higher multipoles contribute, and overlap and exchange modify the interaction. For benzene, the uncoupled response supplies a definite overbinding mechanism at long range, relative to coupled response; the full MP2 binding error at contact requires a calculation of the dimer itself. The numerical check contains the data of the tables, the He sums and the 6-31G(d) Be pair.

## Values computed for the example and the checks

```
Model gap, P, M (hartree): 0.50 0.45 0.25
Model static alpha, uncoupled/coupled: 0.900
Model C6, uncoupled/coupled: 1.207
He mean electron distance (bohr): 1.3621
He oscillator sum, uncoupled: 2.9081
He oscillator sum, from density matrix: 2.9081
He oscillator sum, coupled: 2.0000
Be pair distances (bohr): 30 40
Be C6 from MP2 pair energies (a.u.): 199.20
Be C6 from uncoupled response (a.u.): 199.20
Be third-order C6 part, pair energies (a.u.): 28.46
Be first-order coupling part of C6 (a.u.): 28.46
Be C6 from coupled response (a.u.): 207.99
CC bond, benzene and ethylene (bohr): 2.64 2.53
CH bond, both; methane CH (bohr): 2.05 2.06
Ethylene HCC angle (degree): 121
methane C6 uncoupled (a.u.): 115.6
methane C6 Hartree coupling only (a.u.): 69.8
methane C6 coupled (a.u.): 112.2
methane C6 ratio uncoupled/coupled: 1.030
methane oscillator sum ratio unc./coupled: 1.625
ethylene C6 uncoupled (a.u.): 324.2
ethylene C6 Hartree coupling only (a.u.): 181.6
ethylene C6 coupled (a.u.): 292.0
ethylene C6 ratio uncoupled/coupled: 1.110
ethylene oscillator sum ratio unc./coupled: 1.644
benzene C6 uncoupled (a.u.): 2368.3
benzene C6 Hartree coupling only (a.u.): 1195.0
benzene C6 coupled (a.u.): 1738.7
benzene C6 ratio uncoupled/coupled: 1.362
benzene oscillator sum ratio unc./coupled: 1.647
benzene static alpha uncoupled, in-plane, normal (a.u.): 76.97 48.45
benzene static alpha coupled, in-plane, normal (a.u.): 79.20 45.15
benzene mean alpha at i*0.0, unc., coupled (a.u.): 67.46 67.85
benzene mean alpha at i*0.5, unc., coupled (a.u.): 42.81 33.86
benzene mean alpha at i*1.0, unc., coupled (a.u.): 23.20 16.33
benzene C6 through coupling order 0 (a.u.): 2368.3
benzene C6 through coupling order 1 (a.u.): 1434.7
benzene C6 through coupling order 2 (a.u.): 1962.1
benzene C6 through coupling order 3 (a.u.): 1600.2
benzene C6 through coupling order 4 (a.u.): 1843.7
benzene C6 through coupling order 5 (a.u.): 1665.8
benzene C6 through coupling order 6 (a.u.): 1793.6
Separation for energy error (bohr): 12
benzene pair excess attraction (hartree): 2.109e-04
benzene pair excess attraction (kJ/mol): 0.554
```
